# Apparent Activation Energy of Parallel Arrhenius Channels as a Flux-Weighted Mean

## The physical question

During atomic layer deposition of aluminium oxide, a trimethylaluminium molecule adsorbed on a hydroxylated surface can lose a methyl group as methane. The proton needed for this comes from a neighbouring hydroxyl group. If several kinds of hydroxyl are within reach, the same adsorbed molecule has several ways to react, each with its own barrier. A measurement of the total rate against temperature nevertheless gives one Arrhenius slope. The question is which energy that slope represents.

Let channel $i$ have the rate constant

$$
k_i=A_i e^{-\beta E_i},\qquad \beta=\frac{1}{k_BT},\qquad k=\sum_i k_i .
$$

Here $E_i$ is the Arrhenius barrier and $A_i>0$ the prefactor. The apparent activation energy is defined as the local slope

$$
E_{\rm app}(T)=-\frac{d\ln k}{d\beta}.
$$

Since $d\beta/dT=-1/(k_BT^2)$, the chain rule gives the equivalent form $E_{\rm app}=k_BT^2\,d\ln k/dT$. Logarithms of rates and prefactors are taken after division by the common unit $1\ \mathrm{s^{-1}}$.

## Theorem and proof

**Assumptions.** There are finitely many channels. They act in parallel on the same reactant state, each channel is irreversible, and all $A_i$ and $E_i$ are independent of temperature.

**Lemma 1 (slope of a sum).** Let $r_i(\beta)$ be positive, differentiable fluxes with sum $r$. Define their local energies $\epsilon_i=-d\ln r_i/d\beta$ and flux fractions $w_i=r_i/r$. Then

$$
-\frac{d\ln r}{d\beta}=\sum_i w_i\epsilon_i .
$$

*Proof.* The definition of $\epsilon_i$ gives $dr_i/d\beta=-\epsilon_i r_i$. Therefore

$$
-\frac{d\ln r}{d\beta}
=-\frac1r\sum_i\frac{dr_i}{d\beta}
=\sum_i\frac{r_i}{r}\epsilon_i
=\sum_iw_i\epsilon_i .\qquad\square
$$

**Theorem.** Under the stated assumptions,

$$
E_{\rm app}(T)=\sum_i w_iE_i,\qquad w_i=\frac{k_i}{k}.
$$

*Proof.* For one channel, $\ln k_i=\ln A_i-\beta E_i$. Because $A_i$ and $E_i$ are constant, $-d\ln k_i/d\beta=E_i$. Apply Lemma 1 with $r_i=k_i$. $\square$

The weights belong to the temperature at which the slope is taken. They are positive and sum to one, so $E_{\rm app}$ lies between the smallest and largest barriers.

If the channels have different coverage or pressure factors $g_i$, their fluxes are $r_i=g_ik_i$. The theorem still holds with $w_i=r_i/r$ when every $g_i$ is held fixed as temperature varies. If the factors vary, Lemma 1 gives

$$
-\frac{d\ln r}{d\beta}
=\sum_iw_i\left(E_i-\frac{d\ln g_i}{d\beta}\right).
$$

The extra term is the temperature dependence of the populations, not a change of barrier.

**Why the weights are fluxes.** A molecule in the shared state survives to time $t$ with probability $e^{-kt}$. The probability that it eventually reacts through channel $i$ is

$$
\int_0^\infty k_i e^{-kt}\,dt=\frac{k_i}{k}=w_i .
$$

Thus $E_{\rm app}$ is the mean barrier when each reaction event is labelled by the channel it used. A channel that is available but seldom used has little influence on the slope.

## Temperature dependence and limits

**Lemma 2 (curvature).** With $\mathrm{Var}_w(E)=\sum_iw_i(E_i-E_{\rm app})^2$,

$$
\frac{dE_{\rm app}}{d\beta}=-\mathrm{Var}_w(E),\qquad
\frac{dE_{\rm app}}{dT}=\frac{\mathrm{Var}_w(E)}{k_BT^2}.
$$

*Proof.* Differentiate $w_i=k_i/k$, using $dk_i/d\beta=-E_ik_i$ and $dk/d\beta=-E_{\rm app}k$:

$$
\frac{dw_i}{d\beta}
=\frac{-E_ik_i}{k}+\frac{k_iE_{\rm app}k}{k^2}
=-w_i(E_i-E_{\rm app}).
$$

The barriers are constant, so

$$
\frac{dE_{\rm app}}{d\beta}
=-\sum_iw_iE_i(E_i-E_{\rm app})
=-\left(\sum_iw_iE_i^2-E_{\rm app}^2\right).
$$

The bracket is the variance. Multiplication by $d\beta/dT=-1/(k_BT^2)$ gives the second formula. $\square$

Heating therefore raises $E_{\rm app}$ whenever at least two barriers differ. Also $d^2\ln k/d\beta^2=\mathrm{Var}_w(E)$, so the plot of $\ln k$ against $\beta$ is convex.

On cooling, the ratio $k_i/k_j=(A_i/A_j)e^{-\beta(E_i-E_j)}$ vanishes if $E_i>E_j$. The lowest barrier then takes all the weight and $E_{\rm app}\to\min_iE_i$. In the formal limit $\beta\to0$, every exponential becomes one and

$$
E_{\rm app}\to\frac{\sum_iA_iE_i}{\sum_iA_i}.
$$

This is a limit of the formula; a real surface would not keep its structure at such temperatures.

**Two channels.** Let $\Delta=E_2-E_1>0$. Dividing numerator and denominator of $w_2$ by $k_2$ gives

$$
E_{\rm app}=E_1+w_2\Delta,\qquad
w_2=\frac{1}{1+(A_1/A_2)e^{\beta\Delta}} .
$$

The fluxes are equal when $(A_1/A_2)e^{\beta\Delta}=1$, or $k_BT_\times=\Delta/\ln(A_2/A_1)$. This crossover exists at positive temperature if $A_2>A_1$. There $E_{\rm app}$ is the midpoint of the two barriers, and the variance $w_1w_2\Delta^2$ has its largest value, $\Delta^2/4$. If $A_2\le A_1$, the higher barrier never carries the larger flux at finite temperature.

## The apparent prefactor

The tangent to the Arrhenius plot defines an apparent prefactor through $\ln A_{\rm app}=\ln k+\beta E_{\rm app}$.

**Lemma 3.** Under the assumptions of the theorem,

$$
\ln A_{\rm app}=\sum_iw_i\ln A_i-\sum_iw_i\ln w_i .
$$

*Proof.* Since $k_i=w_ik$, each channel gives

$$
\ln k=\ln k_i-\ln w_i=\ln A_i-\beta E_i-\ln w_i .
$$

Multiply by $w_i$ and sum. The left side remains $\ln k$ because $\sum_iw_i=1$, while the barrier term becomes $-\beta E_{\rm app}$. Moving it to the left proves the result. $\square$

The last term is the entropy, in units of $k_B$, of the distribution of events over channels. The apparent prefactor is thus larger than the weighted geometric mean of the $A_i$ when more than one channel carries flux.

The two tangent parameters also move together:

$$
\frac{d\ln A_{\rm app}}{d\beta}
=-E_{\rm app}+E_{\rm app}+\beta\frac{dE_{\rm app}}{d\beta}
=-\beta\,\mathrm{Var}_w(E).
$$

On heating, both rise although no microscopic parameter has changed.

## What a finite temperature window measures

Let $\beta_c$ and $\beta_h$ refer to the cold and hot ends of a window, so $\beta_c>\beta_h$. Integrating $d\ln k/d\beta=-E_{\rm app}$ gives

$$
\frac{\ln k(\beta_h)-\ln k(\beta_c)}{\beta_c-\beta_h}
=\frac{1}{\beta_c-\beta_h}
\int_{\beta_h}^{\beta_c}E_{\rm app}(\beta)\,d\beta .
$$

A two-point slope is therefore an average over inverse temperature.

**Lemma 4 (cold extrapolation).** Suppose at least two barriers differ. An unweighted least-squares line through noiseless values of $\ln k$ at three or more temperatures underestimates $k$ at every lower temperature.

*Proof.* Let $\delta(\beta)$ be $\ln k$ minus the fitted line. It is strictly convex, so it has at most two zeros and cannot vanish at all the data points. The fit conditions are $\sum_n\delta_n=0$ and $\sum_n\beta_n\delta_n=0$. The first requires residuals of both signs. If they changed sign once, at $\beta_*$, all nonzero products $(\beta_n-\beta_*)\delta_n$ would have the same sign, contradicting the two conditions. The signs must therefore change twice, and convexity makes the order positive, negative, positive. Beyond the coldest point a convex function that has already risen from negative to positive stays positive. $\square$

## Worked example

Take three hydroxyl environments available to the same adsorbed molecule. The chosen barriers are $0.70$, $0.85$ and $0.95$ eV, with prefactors $10^{11}$, $3\times10^{12}$ and $3\times10^{13}\ \mathrm{s^{-1}}$. At 473 K, $k_BT=0.04076$ eV. The first rate constant is

$$
k_1=10^{11}e^{-0.70/0.04076}\ \mathrm{s^{-1}}
\approx3.48\times10^3\ \mathrm{s^{-1}} .
$$

The same calculation gives $k_2=2.63\times10^3$ and $k_3=2.26\times10^3\ \mathrm{s^{-1}}$. Their sum is $8.38\times10^3\ \mathrm{s^{-1}}$, and the weights are $0.4154$, $0.3143$ and $0.2703$. Hence

$$
\begin{aligned}
E_{\rm app}&=0.4154(0.70)+0.3143(0.85)+0.2703(0.95)\ \mathrm{eV}\\
&=0.815\ \mathrm{eV}=78.6\ \mathrm{kJ/mol}.
\end{aligned}
$$

The slope found by numerical differentiation of $\ln k$ agrees to the four printed decimals. In a separate test, 300,000 sets of competing random waiting times gave a mean event barrier of $0.8146$ eV, with a standard error of $0.0002$ eV. The numerical output follows this text.

| $T$ (K) | $w_1$ | $w_2$ | $w_3$ | $E_{\rm app}$ (eV) |
|---:|---:|---:|---:|---:|
| 373 | 0.710 | 0.200 | 0.089 | 0.752 |
| 473 | 0.415 | 0.314 | 0.270 | 0.815 |
| 573 | 0.231 | 0.332 | 0.438 | 0.859 |

The unweighted mean barrier is $0.833$ eV at every temperature, so it does not describe these slopes. The leading channel changes from the lowest to the highest barrier between 473 and 573 K because the higher barriers have larger prefactors. For channels 1 and 3, the crossover formula gives $k_BT_\times=0.25/\ln300=0.0438$ eV, or about 509 K, between those two temperatures.

At 473 K the standard deviation of the barriers over events is $0.104$ eV. With $k_BT^2=0.04076\times473=19.3$ eV K, Lemma 2 gives

$$
\frac{dE_{\rm app}}{dT}=\frac{(0.104)^2}{19.3}\ \mathrm{eV/K}
\approx0.56\ \mathrm{meV/K}.
$$

The weighted geometric prefactor is $1.36\times10^{12}\ \mathrm{s^{-1}}$ and the mixing entropy is $1.082$. Thus $A_{\rm app}=1.36\times10^{12}e^{1.082}\approx4.0\times10^{12}\ \mathrm{s^{-1}}$, which is the prefactor of none of the channels.

A seven-point fit from 423 to 573 K has slope $0.822$ eV. Its largest residual in $\ln k$ is $0.039$, about 4% in $k$, so modest experimental scatter could hide the curvature. Extrapolated to 300 K, however, the line gives $0.076\ \mathrm{s^{-1}}$, whereas the three-channel sum gives $0.193\ \mathrm{s^{-1}}$. The fit is low by a factor of about 2.5.

## Corrections to the rate constants

**Temperature-dependent prefactors.** If every $A_i$ is proportional to $T^n$, then $A_i\propto\beta^{-n}$ and

$$
-\frac{d\ln A_i}{d\beta}=\frac n\beta=nk_BT .
$$

Lemma 1 adds $nk_BT$ to the weighted mean. For $n=1$, with the prefactors matched to the chosen values at 473 K, the shift is $+0.041$ eV.

**Tunnelling.** Proton transfer can pass through a barrier as well as over it. If each rate constant is multiplied by a factor $\kappa_i(T)$, Lemma 1 gives

$$
E_{\rm app}^{\rm tun}
=\sum_i\tilde w_i\left(E_i-\frac{d\ln\kappa_i}{d\beta}\right),
\qquad
\tilde w_i=\frac{\kappa_ik_i}{\sum_j\kappa_jk_j}.
$$

For an estimate, each barrier is given the symmetric Eckart form $V(x)=E_i\,\mathrm{sech}^2(x/a_i)$. The width $a_i$ is set by an imaginary frequency of magnitude $1200\ \mathrm{cm^{-1}}$, a rough value for proton transfer. Thermal averaging of the transmission gives factors of about $1.86$ for all three channels at 473 K. The weights therefore hardly change. The slope nevertheless falls by $0.054$ eV, to $0.761$ eV, because the tunnelling factors decrease on heating. The size of this shift depends strongly on the assumed frequency: it is about $-0.022$ eV for $800\ \mathrm{cm^{-1}}$ and $-0.107$ eV for $1600\ \mathrm{cm^{-1}}$. A nearly common factor can thus leave the branching intact and still alter the activation energy.

## When arrival and desorption enter

The theorem concerns reaction from an occupied state. A measured process may also include arrival of the precursor and its desorption before reaction. Let an empty site be filled at rate $F$; from the filled state the molecule desorbs at rate $k_d$ or reacts at rate $k$.

**Proposition.** The mean time $\tau$ from an empty site to a reacted site satisfies

$$
\frac1\tau=\frac{Fk}{F+k_d+k}.
$$

*Proof.* Let $\tau_a$ be the mean remaining time from the adsorbed state. The mean wait for arrival is $1/F$, so $\tau=1/F+\tau_a$. The adsorbed state lasts $1/(k_d+k)$ on average and returns to the empty state with probability $k_d/(k_d+k)$. Hence

$$
(k_d+k)\tau_a=1+k_d\tau .
$$

Substitute $\tau_a=\tau-1/F$. Cancelling $k_d\tau$ leaves $k\tau=1+(k_d+k)/F$, which is the stated result. $\square$

Write $S=F+k_d+k$, $E_F=-d\ln F/d\beta$, and let $E_d$ be the Arrhenius barrier for desorption with a constant prefactor. Then $\ln(1/\tau)=\ln F+\ln k-\ln S$. Lemma 1 applied to $S$ gives

$$
E_\tau=E_F+E_{\rm app}
-\frac{FE_F+k_dE_d+kE_{\rm app}}{S}.
$$

Collecting the terms in $E_F$ gives the shift

$$
E_\tau-E_{\rm app}
=\frac{k_d+k}{S}E_F-\frac{k_d}{S}E_d-\frac{k}{S}E_{\rm app}.
$$

For an ideal gas of molecular mass $m$ at fixed pressure $p$, with site area $a$ and every arrival on an empty site adsorbed, $F=pa/\sqrt{2\pi mk_BT}$. Thus $F\propto\beta^{1/2}$ and $E_F=-k_BT/2$.

At 473 K, choose $p=0.1$ Torr and $a=0.25\ \mathrm{nm^2}$, and give desorption a barrier of $1.00$ eV and a prefactor of $10^{15}\ \mathrm{s^{-1}}$. Then $F=4.76\times10^4$ and $k_d=2.21\times10^4\ \mathrm{s^{-1}}$, so $S=7.81\times10^4\ \mathrm{s^{-1}}$. The three terms of the shift are

$$
-0.008-0.284-0.087=-0.379\ \mathrm{eV}.
$$

The slope of $1/\tau$ is then $0.436$ eV, lower than every reaction barrier. Other observables have other slopes: the fraction reacted after a fixed time under gas gives $0.64$ eV at 20 μs and $0.39$ eV at 100 μs. Because every arrival is assumed to adsorb, $\tau$ is only about 0.2 ms, much shorter than usual deposition doses. Most of the shift comes from desorption: heating shortens the time available for reaction on each visit.

If $F\gg k_d+k$, the shift vanishes and $E_\tau\to E_{\rm app}$. With the other inputs fixed at 473 K, reducing its magnitude below $0.01$ eV would require about 6 Torr in this model. In the opposite limit, $F\ll k_d$ and $k\ll k_d$, one has $1/\tau\approx Fk/k_d$ and $E_\tau\approx E_F+E_{\rm app}-E_d$. This can be negative, as it would be for a reaction slower than desorption but with a lower barrier.

Reversibility also breaks the theorem. For forward and reverse fluxes $r_+$ and $r_-$, the net rate has slope $(r_+E_+-r_-E_-)/(r_+-r_-)$. One coefficient is negative, so this is not a mean. It equals $E_++r_-(E_+-E_-)/(r_+-r_-)$, which for $r_+>r_->0$ and unequal barriers lies beyond $E_+$, on the side away from $E_-$.

## Channels on separate populations

Suppose instead that each molecule can use one channel, with initial population fractions $f_i$. After time $t$, the remaining fractions are $n_i=f_ie^{-k_it}$ and the fluxes are $r_i=n_ik_i$. Let $\bar E=\sum_ir_iE_i/r$ be their current weighted mean.

Compare different temperatures at the same total conversion. Since $\sum_in_i$ is fixed, its derivative is zero:

$$
0=\sum_in_ik_i\left(E_it-\frac{dt}{d\beta}\right),
\qquad\text{so}\qquad
\frac{dt}{d\beta}=t\bar E .
$$

It follows that $d\ln n_i/d\beta=k_it(E_i-\bar E)$. Lemma 1, applied to $r_i=n_ik_i$, gives

$$
-\frac{d\ln r}{d\beta}
=\bar E-t\sum_i\frac{r_i}{r}k_i(E_i-\bar E).
$$

The final sum is the flux-weighted covariance of rate constant and barrier. At 473 K the lower barriers react faster, so the covariance is negative and the correction raises the slope. Depletion of the fast population raises $\bar E$ as well. For equal initial populations at half conversion, the slope is $0.841$ eV, or $0.027$ eV above the initial value. For a shared population at fixed conversion, the rate is $k$ times a constant and the theorem applies unchanged.

## Relation to a real deposition process

The window of 423–573 K lies in the usual working range of trimethylaluminium and water deposition, and a pressure near 0.1 Torr is a plausible reactor value. The barriers, prefactors and desorption parameters are rough model choices, not measured properties of a particular alumina surface. Of the three effects compared here at 473 K, the change of adsorbate coverage is the largest: arrival and desorption shift the slope by $-0.38$ eV, compared with $+0.04$ eV for a linear prefactor and $-0.05$ eV for tunnelling. This order depends on temperature and on the chosen inputs. At 423 K desorption is much slower, and the coverage shift, $-0.036$ eV, is smaller than the tunnelling shift of $-0.063$ eV found for $1200\ \mathrm{cm^{-1}}$, though not the $-0.025$ eV found for $800\ \mathrm{cm^{-1}}$. At 473 K the coverage shift falls to $-0.058$ eV at 1 Torr, and to $-0.019$ eV if the desorption barrier is also raised to $1.1$ eV. Real surfaces also lose hydroxyl groups on heating, which changes the factors $g_i$; that effect is not sized here. Growth per cycle after a saturating dose mainly counts available sites, so its temperature slope should not be read as $E_{\rm app}$. A kinetic measurement needs unsaturated doses, and its coverage must be known or held fixed before the slope can be assigned to the reaction barriers.

## Table of computed values

```
Barriers (eV): [0.7  0.85 0.95]
Prefactors (1/s): 1.0e+11 3.0e+12 3.0e+13
Unweighted mean barrier: 0.8333 eV
High-temperature limit of E_app: 0.9402 eV
T = 373 K: kB T = 0.03214 eV
  channel rates (1/s): 3.4831e+01 9.8259e+00 4.3775e+00
  total rate: 4.9035e+01 1/s
  flux weights: 0.7103 0.2004 0.0893
  E_app, weighted mean: 0.7524 eV
  E_app, numerical slope: 0.7524 eV
T = 473 K: kB T = 0.04076 eV
  channel rates (1/s): 3.4798e+03 2.6329e+03 2.2644e+03
  total rate: 8.3771e+03 1/s
  flux weights: 0.4154 0.3143 0.2703
  E_app, weighted mean: 0.8147 eV
  E_app, numerical slope: 0.8147 eV
T = 573 K: kB T = 0.04938 eV
  channel rates (1/s): 6.9695e+04 1.0023e+05 1.3227e+05
  total rate: 3.0220e+05 1/s
  flux weights: 0.2306 0.3317 0.4377
  E_app, weighted mean: 0.8592 eV
  E_app, numerical slope: 0.8592 eV
Conversion: E_app at 473 K = 78.61 kJ/mol
Barrier standard deviation at 473 K: 0.1039 eV
dE_app/dT at 473 K: 0.5604 meV/K
Apparent prefactor at 473 K: 4.0168e+12 1/s
Geometric weighted prefactor: 1.3609e+12 1/s
Channel mixing entropy / kB: 1.0823
Random events: 300000; mean barrier 0.8146 eV
Standard error of event mean: 0.00019 eV
Two-point slope, 423 to 573 K: 0.8220 eV
Seven-point fitted slope, 423 to 573 K: 0.8224 eV
Fitted prefactor: 4.9863e+12 1/s
Largest fit residual in ln k: 0.0388
k at 300 K: true 1.9305e-01, fit 7.6256e-02 1/s
Ratio fit/true at 300 K: 0.3950
Neglected effects at 473 K:
Prefactor proportional to T: shift +0.0408 eV
Tunnelling input: 1200 1/cm, quantum 0.1488 eV
Tunnelling factors: 1.858 1.862 1.864
Tunnelling: E_app 0.7607 eV, shift -0.0541 eV
Gas: 0.1 Torr, site area 0.25 nm2, molar mass 72.09 g/mol
Desorption: 1.00 eV, prefactor 1.0e+15 1/s
Arrival rate per site: 4.7557e+04 1/s
Desorption rate: 2.2135e+04 1/s
Site completion rate: 5.1031e+03 1/s
Completion-rate slope: 0.4358 eV, shift -0.3789 eV
Segregated sites, half conversion: 0.8413 eV, shift +0.0266 eV
```
